# Minimum Collision Time and the Parallel-Resistor Law of Resistivity Saturation

In many metallic compounds the resistivity rises with temperature more and more slowly once the mean free path approaches an atomic spacing. This problem asks what a minimum time between collisions does to the conductivity, and shows one set of conditions under which it makes the metal behave like two resistors in parallel.

The carriers are semiclassical electrons of charge $-e$ in a weak, steady field $E$ along $x$. Collisions occur at an ideal rate $1/\tau$, the sum of the rates of all mechanisms, and this rate is the same over the whole Fermi surface. After a collision the carriers have the equilibrium distribution, hence no mean velocity. The minimum time is called $\tau_0$. The band enters through its plasma frequency $\Omega_p$,

$$\varepsilon_0\Omega_p^2=e^2N(E_F)\langle v_x^2\rangle ,$$

where $N(E_F)$ is the density of states per volume for both spins and $\langle v_x^2\rangle$ is an average over the Fermi surface. Without a minimum time the resistivity is $\rho_{\rm id}=1/(\varepsilon_0\Omega_p^2\tau)$, as part (a) will confirm.

## (a) Which time enters the conductivity?

**Show that the conductivity is fixed by the mean time since the last collision, and express that time through the statistics of the free flights.**

Let $s$ be the age of a carrier: the time since its last collision, seen at a given instant. Between collisions $\hbar\,dk_x/dt=-eE$. A carrier now at $k_x$ therefore had $k_x+eEs/\hbar$ just after its last collision, where the distribution was the Fermi function $f_0$. Averaging over ages, to first order in $E$,

$$f(\mathbf k)=\Big\langle f_0\big(k_x+eEs/\hbar\big)\Big\rangle\simeq f_0+\frac{eE\langle s\rangle}{\hbar}\frac{\partial f_0}{\partial k_x}.$$

Since $\partial\varepsilon/\partial k_x=\hbar v_x$, the last term equals $eE\langle s\rangle v_x\,\partial f_0/\partial\varepsilon$. The equilibrium part carries no current, so

$$j=-e\int\!\frac{2\,d^3k}{(2\pi)^3}\,v_xf
=e^2E\langle s\rangle\int\!\frac{2\,d^3k}{(2\pi)^3}\,v_x^2\Big(-\frac{\partial f_0}{\partial\varepsilon}\Big).$$

The two minus signs, from the charge and from the slope of $f_0$, make the current flow along the field. At temperatures small on the scale of the band, $-\partial f_0/\partial\varepsilon$ selects the Fermi surface and the integral is $N(E_F)\langle v_x^2\rangle$. Hence

$$\sigma=\varepsilon_0\Omega_p^2\,\langle s\rangle .$$

Now follow one carrier through many independent flights of durations $T_i$. During a flight the age grows from $0$ to $T_i$, and its time integral is $T_i^2/2$. Dividing the sum of these integrals by the total time gives

$$\langle s\rangle=\frac{\sum_i T_i^2/2}{\sum_i T_i}=\frac{\langle T^2\rangle}{2\langle T\rangle}
=\frac{\langle T\rangle}{2}\left(1+\frac{{\rm var}\,T}{\langle T\rangle^2}\right).$$

The last form uses $\langle T^2\rangle=\langle T\rangle^2+{\rm var}\,T$. Long flights count more because a random instant is more likely to fall in one of them. The mean age equals the mean flight time if, and only if, ${\rm var}\,T=\langle T\rangle^2$. Memoryless collisions at rate $1/\tau$ satisfy this: their exponential flight times have $\langle T\rangle=\tau$ and $\langle T^2\rangle=2\tau^2$, so $\langle s\rangle=\tau$, which gives the stated $\rho_{\rm id}$.

## (b) A strict minimum for every flight

**Suppose that no carrier can collide within $\tau_0$ of its own last collision, and that afterwards it collides at the rate $1/\tau$. Find the conductivity.**

Each flight is $T=\tau_0+X$, with $X$ exponential of mean $\tau$. Then

$$\langle T\rangle=\tau+\tau_0,\qquad
\langle T^2\rangle=\tau_0^2+2\tau_0\langle X\rangle+\langle X^2\rangle=\tau_0^2+2\tau_0\tau+2\tau^2 .$$

Inserting these in the result of (a), and writing $2\tau^2+2\tau\tau_0=2\tau(\tau+\tau_0)$,

$$\langle s\rangle=\frac{2\tau(\tau+\tau_0)+\tau_0^2}{2(\tau+\tau_0)}
=\tau+\frac{\tau_0^2}{2(\tau+\tau_0)} .$$

This is not $\tau+\tau_0$. The mean flight has grown by $\tau_0$, but the flights have also become more regular, and regularity lowers the mean age. For frequent attempts, $\tau\to0$, every flight lasts $\tau_0$, the age is spread evenly between $0$ and $\tau_0$, and its mean is $\tau_0/2$. For $\tau\gg\tau_0$ the correction vanishes as $\tau_0^2/(2\tau)$.

The probability $C(t)$ that a carrier picked at a random instant has no collision during a further time $t$ shows the same thing. In a flight of duration $T>t$, the suitable instants fill a length $T-t$. Therefore

$$C(t)=\frac{\langle (T-t)_+\rangle}{\langle T\rangle}=\frac{1}{\langle T\rangle}\int_t^\infty S(u)\,du ,$$

where $(\;)_+$ keeps positive values and $S(u)$ is the probability that a flight exceeds $u$. Here $S=1$ for $u<\tau_0$ and $S=e^{-(u-\tau_0)/\tau}$ beyond, so

$$C(t)=\begin{cases}1-\dfrac{t}{\tau+\tau_0}, & t<\tau_0,\\[2mm]
\dfrac{\tau}{\tau+\tau_0}\,e^{-(t-\tau_0)/\tau}, & t>\tau_0 .\end{cases}$$

Its integral is the mean age, since $\int_0^\infty (T-t)_+\,dt=T^2/2$ gives $\int_0^\infty C\,dt=\langle T^2\rangle/(2\langle T\rangle)$. The function falls from the start. The minimum protects a carrier that has just collided, but a carrier picked at random may be near the end of its protected time.

For $\tau=\tau_0$ the formula gives a mean age of $1.25\,\tau_0$, while the mean flight is $2\tau_0$. A simulated sequence of random flights gave $1.249\,\tau_0$ and $1.999\,\tau_0$.

## (c) When does the parallel form follow?

**Find a model in which a minimum time limits the collision rate but leaves each carrier's collisions memoryless. Derive its resistivity.**

Attach the minimum time to the places where scattering happens. Divide the metal into many scattering regions, one per carrier. A region that has deflected a carrier cannot deflect another for a time $\tau_0$. Each carrier attempts a collision at rate $1/\tau$, each time in a randomly chosen region, and the attempt succeeds if that region is ready.

Let $p$ be the fraction of regions that are ready. With equal numbers of carriers and regions, a region receives attempts at rate $1/\tau$ and deflects carriers at rate $p/\tau$. Each deflection makes it inactive for $\tau_0$, so the inactive fraction is

$$1-p=\frac{p\,\tau_0}{\tau}\quad\Longrightarrow\quad p=\frac{\tau}{\tau+\tau_0}.$$

When the regions are many, the state of the next one is independent of how long ago this carrier last collided. The carrier thus has a constant collision rate,

$$\frac{p}{\tau}=\frac{1}{\tau+\tau_0}.$$

A constant rate means exponential flights, for which (a) gives $\langle s\rangle=\langle T\rangle=\tau+\tau_0$. The conductivity becomes

$$\sigma=\varepsilon_0\Omega_p^2(\tau+\tau_0)=\varepsilon_0\Omega_p^2\tau+\varepsilon_0\Omega_p^2\tau_0 ,$$

or, with $\rho_{\rm sat}=1/(\varepsilon_0\Omega_p^2\tau_0)$,

$$\boxed{\;\frac1\rho=\frac1{\rho_{\rm id}}+\frac1{\rho_{\rm sat}}\;}$$

This is the parallel-resistor form. The same carriers supply both terms; the second conductance is the extra drift gained because collisions cannot occur faster than once per $\tau_0$ on average, and is not a separate current path.

The minimum now applies to the mean flight. A single flight is shorter than $\tau_0$ with probability $1-e^{-\tau_0/(\tau+\tau_0)}$, which is $0.393$ for $\tau=\tau_0$. A simulation of the regions gave $0.394$ there, with a mean age of $2.000\,\tau_0$.

The model shows that the closure is consistent; it does not derive it from the electronic structure. Memoryless collisions alone do not give the parallel form: a failed attempt must leave the region untouched. If every attempt, failed or not, restarted the inactive time, a region would be ready only after a gap $\tau_0$ without attempts. Then $p=e^{-\tau_0/\tau}$, and the flights would still be exponential but with mean $\tau e^{\tau_0/\tau}$, which is $2.72\,\tau_0$ instead of $2\tau_0$ at $\tau=\tau_0$. The number of regions also matters. With $r$ regions per carrier, each receives attempts at rate $1/(r\tau)$, the balance becomes $1-p=p\tau_0/(r\tau)$, and the effective time is $\tau/p=\tau+\tau_0/r$. The parallel form survives, but $\rho_{\rm sat}$ is multiplied by $r$.

For the size of $\tau_0$, a simple estimate assumes that the mean free path at saturation, $v_F\tau_0$, equals one atomic spacing $a$:

$$\tau_0\approx\frac{a}{v_F},\qquad \rho_{\rm sat}\approx\frac{v_F}{\varepsilon_0\Omega_p^2a}.$$

This is an estimate of scale, so a fitted $\rho_{\rm sat}$ may differ from it by a factor of order one.

## (d) How different are the two laws?

**Compare them at equal saturation resistivity, and then for weak scattering.**

The strict law saturates at an effective time of half its minimum. To give it the same $\rho_{\rm sat}$ as the parallel law, replace its minimum $\tau_0$ by $2\tau_0$:

$$\langle s\rangle_{\rm strict}=\tau+\frac{(2\tau_0)^2}{2(\tau+2\tau_0)}=\tau+\frac{2\tau_0^2}{\tau+2\tau_0}.$$

With $x=\tau/\tau_0$, the shortfall of the strict conductivity relative to the parallel one is

$$1-\frac{x+\frac{2}{x+2}}{x+1}=\frac{1-\frac{2}{x+2}}{x+1}=\frac{x}{(x+1)(x+2)}=\frac{1}{x+3+2/x}.$$

The denominator is smallest where $1-2/x^2=0$, at $x=\sqrt2$. The largest shortfall is

$$\frac1{3+2\sqrt2}=3-2\sqrt2\approx17.2\,\% .$$

At matched saturation the parallel resistivity thus lies below the strict one by at most about 17 % of the strict value. Equivalently, the parallel conductivity exceeds the strict one by at most $1/(1-0.172)-1\approx21$ % of the strict value.

For weak scattering the laws differ in kind. Return to the same $\tau_0$ in both and expand for $\tau_0\ll\tau$:

$$\frac{\rho_{\rm par}}{\rho_{\rm id}}=\frac{\tau}{\tau+\tau_0}\simeq1-\frac{\tau_0}{\tau},\qquad
\frac{\rho_{\rm strict}}{\rho_{\rm id}}=\frac{1}{1+\frac{\tau_0^2}{2\tau(\tau+\tau_0)}}\simeq1-\frac{\tau_0^2}{2\tau^2}.$$

At $\tau_0/\tau=0.01$ the parallel law lowers the resistivity by about 1 %, the strict law by $5\times10^{-5}$. With equal $\tau_0$ the two plateaus differ by a factor of two. At matched plateau, with strict minimum $2\tau_0$, the strict drop is $\simeq2\tau_0^2/\tau^2$, or $2\times10^{-4}$ here, still of second order. The early bending of a resistivity curve therefore depends on the assumed collision statistics, even when the plateaus are made equal.

## (e) Temperature slope and disorder

**Let $\rho_{\rm sat}$ be independent of temperature. Find the slope of $\rho(T)$ in the parallel law and the effect of added disorder.**

Differentiating the boxed equation gives $-\rho^{-2}d\rho/dT=-\rho_{\rm id}^{-2}d\rho_{\rm id}/dT$, so

$$\frac{d\rho}{dT}=\left(\frac{\rho}{\rho_{\rm id}}\right)^2\frac{d\rho_{\rm id}}{dT}
=\left(\frac{\rho_{\rm sat}}{\rho_{\rm sat}+\rho_{\rm id}}\right)^2\frac{d\rho_{\rm id}}{dT}.$$

If $\rho_{\rm id}$ is linear in $T$ with positive slope, the prefactor falls as $T$ rises and the curve bends downward. Static disorder adds a constant to $\rho_{\rm id}$, because ideal rates add. It leaves $d\rho_{\rm id}/dT$ unchanged but lowers the prefactor, so the more disordered sample has the flatter curve. The measured contributions of disorder and phonons no longer add. The slope remains positive in this model; a resistivity that falls on heating needs other physics.

## (f) A strongly scattering compound

**Evaluate both laws between 300 and 1000 K for a plasma energy $\hbar\Omega_p=4.0$ eV, $v_F=2.0\times10^5$ m/s, $a=0.30$ nm and an ideal residual resistivity of 15 µΩ cm.**

These are rough values in the regime of A15 compounds such as Nb$_3$Sn in the normal state. For the phonons, equipartition makes the mean-square atomic displacement, and with it the scattering rate, proportional to $T$. The rate is written $1/\tau_{\rm ph}=2\pi\lambda k_BT/\hbar$, which defines the transport coupling $\lambda$, here $1.5$.

The plasma energy gives $\varepsilon_0\Omega_p^2=3.270\times10^{20}$ S/(m s). Then

$$\tau_0=\frac{0.30\times10^{-9}\ {\rm m}}{2.0\times10^5\ {\rm m/s}}=1.5\ {\rm fs},$$

$$\rho_{\rm sat}=\frac{1}{3.270\times10^{20}\times1.5\times10^{-15}}\ \Omega\,{\rm m}=2.04\times10^{-6}\ \Omega\,{\rm m}=204\ \mu\Omega\,{\rm cm}.$$

The ideal phonon slope $2\pi\lambda k_B/(\hbar\varepsilon_0\Omega_p^2)$ is $0.3773$ µΩ cm/K. At 300 K,

$$\rho_{\rm id}=15+0.3773\times300=128.2\ \mu\Omega\,{\rm cm},\qquad
\rho=\frac{128.2\times203.9}{128.2+203.9}=78.7\ \mu\Omega\,{\rm cm}.$$

The other temperatures follow in the same way (resistivities in µΩ cm; the last column has the strict minimum $2\tau_0$, which matches the saturation value):

| $T$ (K) | ideal | parallel | strict, $2\tau_0$ |
|---|---|---|---|
| 300 | 128 | 79 | 95 |
| 400 | 166 | 91.5 | 110 |
| 700 | 279 | 118 | 139 |
| 1000 | 392 | 134 | 155 |

From 300 to 1000 K the ideal resistivity grows by a factor of 3.1, the parallel one by 1.7. Even at 1000 K the latter is well below 204 µΩ cm: the approach to saturation is slow, and a curve that looks flat need not have reached its limit. At 300 K the ideal time is 2.385 fs, so $x=1.59$, close to the $\sqrt2$ of largest disagreement; the strict conductivity is lower by $1-78.7/94.9=17$ %.

For disorder, raise the ideal residual resistivity to 150 µΩ cm with everything else fixed. At 300 K the ideal value rises by 135 µΩ cm, but the parallel value rises from 78.7 to 114.9, by 36. The slope drops from $(78.7/128.2)^2\times0.3773=0.142$ to $(114.9/263.2)^2\times0.3773=0.072$ µΩ cm/K.

## (g) What the model leaves out

**Estimate the quantum statistics of the phonons, surface scattering in a 10 nm film, thermal smearing and level broadening for these numbers.**

*Phonon statistics.* Take one phonon energy of 15 meV, let $y$ be its ratio to $k_BT$, $n=1/(e^y-1)$, and measure electron energies $u$ in $k_BT$. With $f=f_0(u)$ and $f'=f_0(u+y)$, the Fermi function obeys $f'(1-f)=e^{-y}f(1-f')$. Subtracting this from $f(1-f')$ gives $f-f'=(1-e^{-y})f(1-f')$. Since $\int(f-f')\,du=y$ and $1/(1-e^{-y})=n+1$, the thermally averaged absorption rate is proportional to $n\,y(n+1)$. Emission balances it in equilibrium, so the total is $2yn(n+1)$. The classical limit, $n\simeq1/y\gg1$, is $2/y$. The ratio is

$$y^2n(n+1)=\frac{(y/2)^2}{\sinh^2(y/2)},$$

or 0.972 at 300 K. The phonon part of $\rho_{\rm id}$, 113 µΩ cm, falls by about 3 µΩ cm; multiplied by $(\rho/\rho_{\rm id})^2=0.38$, this lowers $\rho$ by about 1 µΩ cm. The size depends on the mode chosen: for 25 meV the ratio is 0.926 and $\rho$ falls by about 3 µΩ cm.

*Film surfaces.* Let both surfaces of a film of thickness $d$ scatter diffusely, with current along the film. The mean free path is $l=v_F(\tau+\tau_0)=0.777$ nm at 300 K. A carrier at depth $z$, moving at angle $\theta$ to the normal, left the surface behind it a distance $z/\mu$ ago, with $\mu=|\cos\theta|$. Cutting its exponential history there reduces its mean age by the fraction $e^{-z/(l\mu)}$. Averaged over depth for $d\gg l$ this is $l\mu/d$. For a spherical Fermi surface the weight of a direction in $v_x^2$ is $\tfrac32(1-\mu^2)\,d\mu$, so the conductivity loss is

$$\frac{3l}{2d}\int_0^1(1-\mu^2)\mu\,d\mu=\frac{3l}{8d}=\frac{3\times0.777}{80}=2.9\,\% .$$

*Smearing and broadening.* A free-electron-like energy scale is $W=\tfrac12\hbar(\pi/a)v_F=0.69$ eV. This is a scale only: a free-electron band with $k_F=\pi/a$ and this $v_F$ has a plasma energy of 3.0 eV, not 4.0 eV. For such a band with constant $\tau$ thermal smearing cancels at fixed carrier density. For other band shapes, or an energy-dependent $\tau$, it enters at order $(k_BT/W)^2$, which is 0.0014 at 300 K and 0.016 at 1000 K. A15 compounds can have narrow peaks in the density of states near $E_F$, and there this estimate is too small. The level width $\hbar/(\tau+\tau_0)$ is 0.17 eV at 300 K and 0.29 eV at 1000 K, or 25 % and 42 % of $W$. At saturation the ratio is $(\hbar v_F/a)/W=2/\pi$, whatever the parameters. Carriers with a sharp wavevector are then a doubtful notion, and nothing here bounds the resulting error. Near saturation the parallel form is a phenomenological law.

*The real case.* Normal-state A15 compounds do show a flattening resistivity, roughly of order 100 µΩ cm at and above room temperature, and the example lies in that range. Its inputs are rough, so this agreement in size does not select one law over the other. Nor does it identify the cause: the recovering regions of (c) are a statistical device, and a static defect has no recovery time. In a real compound the extra conductance may come from processes outside this one-band picture, such as transitions between closely spaced bands. Copper, at roughly 2 µΩ cm, is far from this regime. A compound conductor with $\rho_{\rm id}=10$ µΩ cm and the $\rho_{\rm sat}$ found here would have its resistivity lowered by $10/(10+204)\approx5$ % in the parallel law. Real narrow lines also have grain boundaries, which the 3 % film estimate omits; their effect depends on grain size and reflection and is not sized here.

The remaining values are in the numerical output below.

## Computed values

```
Simulations, all times in units of tau0
strict: tau 0.3, mean flight 1.300, mean age 0.685, formula 0.685
strict: tau 1.0, mean flight 1.999, mean age 1.249, formula 1.250
strict: tau 3.0, mean flight 4.004, mean age 3.128, formula 3.125
regions: tau 0.3, ready fraction 0.231, mean age 1.303, formula 1.300, flights < tau0 0.536
regions: tau 1.0, ready fraction 0.500, mean age 2.000, formula 2.000, flights < tau0 0.394
largest shortfall of strict law, equal saturation: 17.16 % at tau/tau0 = 1.414
strict relative drop of rho at tau0/tau = 0.01: 4.950e-05
Inputs of the example (rough values)
plasma energy 4.0 eV, Fermi velocity 2.0e+05 m/s
atomic spacing 0.30 nm, transport coupling 1.5
ideal residual resistivity 15 microohm cm
Results
eps0 Wp^2 = 3.2699e+20 S/(m s)
minimum time tau0 = 1.500 fs
rho_sat = 203.9 microohm cm = 2.039e-06 ohm m
T in K; tau in fs; rho in microohm cm: ideal, parallel,
strict with dead time tau0, strict with dead time 2 tau0; path in nm
  300   2.385   128.2    78.7   114.3    94.9   0.777
  400   1.843   165.9    91.5   140.3   110.3   0.669
  700   1.096   279.1   117.8   200.0   139.4   0.519
 1000   0.779   392.3   134.2   240.2   155.2   0.456
ideal slope 0.3773 microohm cm/K
300 K, ideal residual 15: ideal 128.2, parallel 78.7 microohm cm, slope 0.1422 microohm cm/K
300 K, ideal residual 150: ideal 263.2, parallel 114.9 microohm cm, slope 0.0719 microohm cm/K
Neglected effects
phonon energy 15 meV: quantum/classical phonon rate at 300 K = 0.9724
film 10 nm, diffuse surfaces, 300 K: conductivity loss 2.91 %
band energy scale hbar (pi/a) v_F / 2 = 0.689 eV
300 K: hbar/tau_eff = 0.169 eV, ratio to band scale 0.246, (kT/band scale)^2 = 0.0014
1000 K: hbar/tau_eff = 0.289 eV, ratio to band scale 0.419, (kT/band scale)^2 = 0.0156
at saturation: hbar/tau0 = 0.439 eV, ratio to band scale 0.637
```
